# Positron release and capture at a shallow trap from detailed balance: a program that tests the result

```python
"""Positron release and capture at a shallow trap.

Result under test:
    release/capture = exp(-E_b/kT) / (n_t * lambda_th**3)
    lambda_th = sqrt(2 pi hbar^2 / (m kT))
E_b: binding energy of the trap ground level; n_t: trap number density;
m: positron band mass; kT: thermal energy; lambda_th: thermal wavelength.
capture: rate per free positron of reaching the ground level of a trap;
release: rate per ground-level positron of reaching the band.
The formula is compared with rates from a phonon master equation whose
free states are the explicit plane waves of a periodic box with one trap.
Example: negative acceptors in compensated silicon, rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10       # angstrom
K_B = const.physical_constants["Boltzmann constant in eV/K"][0]
CM3_TO_A3 = 1e-24                   # converts cm^-3 to angstrom^-3

# Inputs (rough typical values)
permittivity = 11.7
mass = 1.0
trap_density = 1e17                 # cm^-3
max_phonon = 0.06                   # eV
capture_rate = 20.0                 # ns^-1 at the example temperature
lifetime = 0.22                     # ns, taken equal in band and trap
T_example = 200.0                   # K

# Hydrogenic trap
binding = HARTREE * mass / (2 * permittivity**2)
orbit = BOHR * permittivity / mass
sphere_radius = (3 / (4 * np.pi * trap_density * CM3_TO_A3)) ** (1 / 3)
n_max = int(np.floor(np.sqrt(sphere_radius / (1.5 * orbit))))


def thermal_wavelength(T, m=mass):
    """Thermal wavelength in angstrom from the atomic-unit expression."""
    return BOHR * np.sqrt(2 * np.pi / (m * K_B * T / HARTREE))


def formula_ratio(T, density=trap_density, m=mass, depth=binding):
    """Derived release/capture ratio."""
    volume_per_trap = 1 / (density * CM3_TO_A3)
    return (volume_per_trap / thermal_wavelength(T, m) ** 3
            * np.exp(-depth / (K_B * T)))


def box_shells(T, density, m):
    """Plane-wave energies (eV) and degeneracies, one trap per box."""
    length = (density * CM3_TO_A3) ** (-1 / 3) / BOHR
    unit = HARTREE * (2 * np.pi / length) ** 2 / (2 * m)
    top = int(np.ceil(np.sqrt(30 * K_B * T / unit)))
    n = np.arange(-top, top + 1) ** 2
    squares = (n[:, None, None] + n[None, :, None] + n[None, None, :]).ravel()
    values, counts = np.unique(squares[squares <= top**2], return_counts=True)
    return unit * values, counts.astype(float)


def phonon_rates(T, density, m, seed, direct):
    """Rates W[a, b] from group a to group b (ground, excited, free shells).

    Each pair of states has a random symmetric coupling. A gap is bridged by
    the smallest number of equal phonons that the phonon spectrum allows.
    direct scales the coupling between the ground level and the band.
    """
    free_energy, free_count = box_shells(T, density, m)
    levels = np.arange(1, n_max + 1)
    energy = np.concatenate([-binding / levels**2, free_energy])
    count = np.concatenate([levels**2.0, free_count])
    rng = np.random.default_rng(seed)
    coupling = np.exp(rng.normal(size=(len(energy), len(energy))))
    coupling = np.sqrt(coupling * coupling.T)
    coupling[0, n_max:] *= direct
    coupling[n_max:, 0] *= direct
    gap = energy[None, :] - energy[:, None]
    size = np.abs(gap)
    np.fill_diagonal(size, 1.0)
    quanta = np.ceil(size / max_phonon)
    bose = 1 / np.expm1(size / quanta / (K_B * T))
    bath = np.where(gap > 0, bose**quanta, (bose + 1) ** quanta)
    W = coupling * bath * count[None, :]
    np.fill_diagonal(W, 0.0)
    return W, free_energy, free_count


def network_rates(T, density=trap_density, m=mass, seed=1, direct=1.0):
    """Capture into and release from the ground level, cascades included."""
    W, e_free, g_free = phonon_rates(T, density, m, seed, direct)
    p_free = g_free * np.exp(-e_free / (K_B * T))
    p_free /= p_free.sum()
    X, F = slice(1, n_max), slice(n_max, None)
    balance = np.diag(W[X].sum(axis=1)) - W[X, X].T
    x = np.linalg.solve(balance, p_free @ W[F, X])
    capture = p_free @ W[F, 0] + x @ W[X, 0]
    y = np.linalg.solve(balance, W[0, X])
    release = W[0, F].sum() + y @ W[X, F].sum(axis=1)
    return capture, release


def network_ratio(T, **options):
    capture, release = network_rates(T, **options)
    return release / capture


# Test: trap levels, degeneracies and orbit sizes by radial diagonalization
step = 0.1                                            # bohr
r = step * np.arange(1, int(70 * orbit / BOHR / step))
degeneracy = np.zeros(n_max)
for l in range(n_max):
    diagonal = (1 / (mass * step**2) + l * (l + 1) / (2 * mass * r**2)
                - 1 / (permittivity * r))
    off = np.full(len(r) - 1, -1 / (2 * mass * step**2))
    E, u = eigh_tridiagonal(diagonal, off, select="i",
                            select_range=(0, n_max - l - 1))
    for i, n in enumerate(range(l + 1, n_max + 1)):
        assert abs(E[i] * HARTREE * n**2 / binding + 1) < 1e-3
        degeneracy[n - 1] += 2 * l + 1
        if l == 0:
            mean_r = BOHR * np.sum(r * u[:, i]**2) / np.sum(u[:, i]**2)
            assert abs(mean_r / (1.5 * n**2 * orbit) - 1) < 1e-3
        if l == 0 and n == 1:
            ground_numeric = -E[i] * HARTREE
assert np.allclose(degeneracy, np.arange(1, n_max + 1) ** 2)

# Test: thermal wavelength against SI units, free sum against V/lambda^3
wave_SI = 1e10 * const.h / np.sqrt(
    2 * np.pi * mass * const.m_e * const.k * T_example)
assert abs(thermal_wavelength(T_example) / wave_SI - 1) < 1e-7
e_box, g_box = box_shells(T_example, trap_density, mass)
free_sum = np.sum(g_box * np.exp(-e_box / (K_B * T_example)))
free_formula = 1 / (trap_density * CM3_TO_A3
                    * thermal_wavelength(T_example) ** 3)
assert abs(free_sum / free_formula - 1) < 1e-7

# Test: ratio for several temperatures, densities, masses and couplings
worst = 0.0
for T, density, m, seed in [(100, 1e17, 1.0, 1), (200, 1e17, 1.0, 2),
                            (300, 1e17, 1.0, 3), (200, 5e16, 1.0, 4),
                            (250, 2e17, 1.5, 5)]:
    numeric = network_ratio(T, density=density, m=m, seed=seed)
    worst = max(worst, abs(numeric / formula_ratio(T, density, m) - 1))
assert worst < 1e-6

# Test: closing the direct path changes the capture rate, not the ratio
capture_open, release_open = network_rates(T_example, direct=1.0)
capture_shut, release_shut = network_rates(T_example, direct=0.0)
path_factor = capture_open / capture_shut
assert path_factor > 1.05
assert abs(release_open / capture_open * capture_shut / release_shut - 1) < 1e-6

# Test: apparent activation energy by finite difference of network ratios
hot, cold = T_example + 1, T_example - 1
slope = (np.log(network_ratio(hot) / network_ratio(cold))
         / (1 / (K_B * cold) - 1 / (K_B * hot)))
assert abs(slope / (binding + 1.5 * K_B * T_example) - 1) < 1e-3


def equal_rate_temperature(density):
    return brentq(lambda T: np.log(formula_ratio(T, density)), 40, 1500)


T_equal = equal_rate_temperature(trap_density)
assert abs(network_ratio(T_equal) - 1) < 1e-6


def pooled_factor(T):
    """Weight of all kept bound levels relative to the ground level."""
    n = np.arange(1, n_max + 1)
    return np.sum(n**2 * np.exp(-binding * (1 - 1 / n**2) / (K_B * T)))


# Test: pooled populations from the stationary state of the master equation
for T in (200.0, 300.0):
    W, _, _ = phonon_rates(T, trap_density, mass, 7, 1.0)
    generator = W.T - np.diag(W.sum(axis=1))
    generator[-1] = 1.0
    target = np.zeros(len(W))
    target[-1] = 1.0
    p = np.linalg.solve(generator, target)
    free_over_bound = p[n_max:].sum() / p[:n_max].sum()
    expected = formula_ratio(T) / pooled_factor(T)
    assert abs(free_over_bound / expected - 1) < 1e-5

# Test: fraction annihilating in traps, by time integration
ratio_example = formula_ratio(T_example)
release_rate = capture_rate * ratio_example
annihilation = 1 / lifetime


def evolve(loss, t_end):
    def rhs(t, y):
        flow = capture_rate * y[0] - release_rate * y[1]
        return [-flow - loss * y[0], flow - loss * y[1], loss * y[1]]
    return solve_ivp(rhs, (0, t_end), [1.0, 0.0, 0.0],
                     rtol=1e-9, atol=1e-12).y[:, -1]


fraction = capture_rate / (capture_rate + release_rate + annihilation)
fraction_numeric = evolve(annihilation, 40 * lifetime)[2]
assert abs(fraction_numeric - fraction) < 1e-6
settled = evolve(0.0, 2.0)
assert abs(settled[0] / settled[1] / ratio_example - 1) < 1e-5
equilibrium_share = capture_rate / (capture_rate + release_rate)

# Output
print("INPUTS (rough, compensated silicon)")
print(f"relative permittivity: {permittivity:.1f}")
print(f"positron band mass: {mass:.1f} electron masses")
print(f"trap concentration: {trap_density:.1e} cm^-3")
print(f"largest phonon energy in test: {max_phonon:.2f} eV")
print("TRAP")
print(f"binding energy, hydrogenic formula: {binding:.4f} eV")
print(f"binding energy, radial diagonalization: {ground_numeric:.4f} eV")
print(f"orbit parameter a*: {orbit:.2f} angstrom")
print(f"radius of sphere per trap: {sphere_radius:.1f} angstrom")
print(f"highest level kept: n = {n_max}")
print(f"mean s-orbit radius, n = {n_max}: "
      f"{1.5 * n_max**2 * orbit:.1f} angstrom")
print(f"mean s-orbit radius, n = {n_max + 1}: "
      f"{1.5 * (n_max + 1)**2 * orbit:.1f} angstrom")
print("RATIO: T (K), kT (eV), wavelength (angstrom),")
print("  prefactor 1/(n_t lambda^3), exponential, release/capture")
for T in (100, 150, 200, 250, 300):
    wave = thermal_wavelength(T)
    prefactor = 1 / (trap_density * CM3_TO_A3 * wave**3)
    print(f"  {T:3d}  {K_B * T:.5f}  {wave:.2f}  {prefactor:.2f}  "
          f"{np.exp(-binding / (K_B * T)):.3e}  {formula_ratio(T):.3e}")
print(f"lambda^-3 at 200 K: "
      f"{1 / (CM3_TO_A3 * thermal_wavelength(T_example)**3):.3e} cm^-3")
print(f"plane-wave sum at 200 K, box of one trap: {free_sum:.2f}")
print(f"release/capture at 200 K, master equation: "
      f"{network_ratio(T_example):.4f}")
print(f"release/capture at 200 K, formula: {ratio_example:.4f}")
print(f"largest relative deviation, five cases: {worst:.1e}")
print(f"capture rate, direct path open/closed: {path_factor:.2f}")
print(f"apparent activation energy at 200 K: {slope:.4f} eV")
for density in (1e16, 1e17, 1e18):
    print(f"equal-rate temperature at {density:.0e} cm^-3: "
          f"{equal_rate_temperature(density):.0f} K")
print("POPULATIONS AT 200 K")
print(f"capture rate (rough input): {capture_rate:.1f} ns^-1")
print(f"lifetime (rough input): {lifetime:.2f} ns")
print(f"annihilation rate: {annihilation:.2f} ns^-1")
print(f"release rate: {release_rate:.2f} ns^-1")
print(f"fraction annihilating in traps, formula: {fraction:.4f}")
print(f"same, time integration: {fraction_numeric:.4f}")
print(f"equilibrium trapped share: {equilibrium_share:.4f}")
print("NEGLECTED EFFECTS")
fluctuation = HARTREE * BOHR / (permittivity * sphere_radius)
print(f"potential fluctuation scale: {fluctuation:.4f} eV")
for T in (200, 300):
    base = formula_ratio(T)
    heavy = formula_ratio(T, m=1.5) / base
    both = formula_ratio(T, m=1.5, depth=1.5 * binding) / base
    shallower = formula_ratio(T, depth=binding - 0.01) / base
    shifted = formula_ratio(T, depth=binding - fluctuation) / base
    print(f"{T} K, pooled bound weight / ground: {pooled_factor(T):.3f}")
    print(f"{T} K, ratio factor, binding less fluctuation: {shifted:.2f}")
    print(f"{T} K, ratio factor, mass 1.5, same binding: {heavy:.2f}")
    print(f"{T} K, ratio factor, mass 1.5, scaled binding: {both:.3f}")
    print(f"{T} K, ratio factor, binding less 0.01 eV: {shallower:.2f}")
print("done: every assertion held")
```

Running it gives:

```
INPUTS (rough, compensated silicon)
relative permittivity: 11.7
positron band mass: 1.0 electron masses
trap concentration: 1.0e+17 cm^-3
largest phonon energy in test: 0.06 eV
TRAP
binding energy, hydrogenic formula: 0.0994 eV
binding energy, radial diagonalization: 0.0994 eV
orbit parameter a*: 6.19 angstrom
radius of sphere per trap: 133.7 angstrom
highest level kept: n = 3
mean s-orbit radius, n = 3: 83.6 angstrom
mean s-orbit radius, n = 4: 148.6 angstrom
RATIO: T (K), kT (eV), wavelength (angstrom),
  prefactor 1/(n_t lambda^3), exponential, release/capture
  100  0.00862  74.54  24.15  9.792e-06  2.365e-04
  150  0.01293  60.86  44.36  4.577e-04  2.030e-02
  200  0.01723  52.71  68.30  3.129e-03  2.137e-01
  250  0.02154  47.14  95.45  9.916e-03  9.465e-01
  300  0.02585  43.03  125.47  2.139e-02  2.684e+00
lambda^-3 at 200 K: 6.830e+18 cm^-3
plane-wave sum at 200 K, box of one trap: 68.30
release/capture at 200 K, master equation: 0.2137
release/capture at 200 K, formula: 0.2137
largest relative deviation, five cases: 2.4e-11
capture rate, direct path open/closed: 2.84
apparent activation energy at 200 K: 0.1252 eV
equal-rate temperature at 1e+16 cm^-3: 181 K
equal-rate temperature at 1e+17 cm^-3: 252 K
equal-rate temperature at 1e+18 cm^-3: 393 K
POPULATIONS AT 200 K
capture rate (rough input): 20.0 ns^-1
lifetime (rough input): 0.22 ns
annihilation rate: 4.55 ns^-1
release rate: 4.27 ns^-1
fraction annihilating in traps, formula: 0.6940
same, time integration: 0.6940
equilibrium trapped share: 0.8239
NEGLECTED EFFECTS
potential fluctuation scale: 0.0092 eV
200 K, pooled bound weight / ground: 1.106
200 K, ratio factor, binding less fluctuation: 1.71
200 K, ratio factor, mass 1.5, same binding: 1.84
200 K, ratio factor, mass 1.5, scaled binding: 0.103
200 K, ratio factor, binding less 0.01 eV: 1.79
300 K, pooled bound weight / ground: 1.519
300 K, ratio factor, binding less fluctuation: 1.43
300 K, ratio factor, mass 1.5, same binding: 1.84
300 K, ratio factor, mass 1.5, scaled binding: 0.269
300 K, ratio factor, binding less 0.01 eV: 1.47
done: every assertion held
```
